\section*{Breakthrough delay from a passive overcoat on a getter film}

\section{Problem}

A getter film of thickness $L$ protects a moisture-sensitive device. It contains $N$ reactive sites per unit volume, and each site binds one permeant molecule irreversibly. The reaction is so rapid that free permeant and unused sites do not coexist: a sharp front separates a spent region, $0<x<s(t)$, from untouched getter beyond it. The film is free of permeant at $t=0$, when a constant pressure $p$ is applied on the side $x=0$. Breakthrough is the moment at which the front reaches $x=L$.

In the spent region the permeant has diffusivity $D$ and solubility $S$, so that its concentration in equilibrium with a pressure $p'$ is $Sp'$. A passive overcoat is now placed on the upstream side. It binds nothing, stores a negligible amount, and is laterally uniform. Its permeance $Q$ is the number of molecules passed per unit area and time, per unit pressure difference.

\begin{enumerate}
\item By how much does the overcoat postpone breakthrough, with the film and $p$ held fixed?
\item How far is this delay changed by the permeant that is dissolved but not bound?
\item What happens if the reaction has a finite rate, or if the overcoat leaks through separate pinholes?
\end{enumerate}

For numbers, take rough values for a moisture-getter polymer film in flexible-display encapsulation at 298 K: $L=10\ \mu\mathrm{m}$, $N=3\times10^{21}\ \mathrm{cm^{-3}}$, $p=12$ Torr, $D=10^{-8}\ \mathrm{cm^2/s}$, $S=3\times10^{18}\ \mathrm{cm^{-3}\,Torr^{-1}}$ and $Q=3\times10^{9}\ \mathrm{cm^{-2}\,s^{-1}\,Torr^{-1}}$.

\section{First estimate by scaling}

Breakthrough requires the getter capacity per area, $NL$, to be filled. The overcoat passes at most $Qp$ per area and time, which it does when the pressure beneath it is close to zero. If the overcoat controls the supply, the time is therefore of order
\begin{equation}
t_Q\sim\frac{NL}{Qp}
=\frac{3.00\times10^{18}\ \mathrm{cm^{-2}}}{3.60\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}},
\end{equation}
or 964.5 days. If the film controls the supply, the flux is of order $DSp/L$ and the time is of order $t_D\sim NL^2/(DSp)$. The ratio of the two times is
\begin{equation}
\beta=\frac{t_Q}{t_D}=\frac{DS}{QL},
\end{equation}
which is also the resistance of the overcoat, $1/Q$, divided by that of the fully spent film, $L/(DS)$. Here $\beta=10^4$, so the overcoat controls the supply.

The estimate leaves open the numerical factors and, more importantly, the case $\beta\sim1$. There the flux falls well below $Qp$ as the spent layer thickens, and it is not evident that the overcoat still adds a time $NL/(Qp)$.

\section{Solution}

\subsection{Front motion}

Suppose first that little permeant is dissolved compared with what is bound, $Sp\ll N$. The front then moves slowly compared with diffusion across the spent layer, and the flux $J$ is nearly the same at every depth behind the front. Let $p_i$ be the pressure just beneath the overcoat. The concentration falls linearly from $Sp_i$ to zero at the front, so
\begin{equation}
J=Q(p-p_i),\qquad J=\frac{DSp_i}{s}.
\end{equation}
The first relation gives $p-p_i=J/Q$ and the second gives $p_i=Js/(DS)$. Adding them removes $p_i$:
\begin{equation}
p=J\left(\frac1Q+\frac{s}{DS}\right)\equiv J\,w(s),
\qquad w(x)=\frac1Q+\frac{x}{DS}.
\label{eq:series}
\end{equation}
Each arriving molecule uses up one site, so that $N\,ds/dt=J=p/w(s)$. Multiplying by $w(s)\,dt$ and integrating from the start gives
\begin{equation}
pt=N\int_0^s w(x)\,dx
=N\left(\frac{s}{Q}+\frac{s^2}{2DS}\right).
\label{eq:front}
\end{equation}
At $s=L$ this becomes
\begin{equation}
t_0=\frac{NL^2}{2DSp}+\frac{NL}{Qp}.
\label{eq:t0}
\end{equation}
The bare film is the limit $Q\to\infty$, in which only the first term remains. The added delay is the difference,
\begin{equation}
\boxed{\;\Delta t=\frac{NL}{Qp}\;}
\label{eq:delay}
\end{equation}
for any $\beta$, to leading order in $Sp/N$.

The terms add because the time spent in moving the front through $dx$ is $(N/p)\,w(x)\,dx$, which is proportional to the resistance in front of that site. Resistances in series add, and so do the times. The overcoat contributes the same resistance $1/Q$ at every depth, hence a delay linear in $L$. The spent layer contributes a resistance that grows with depth, hence the quadratic term.

Equation~\eqref{eq:front} is a quadratic equation for $s$. Its positive root is
\begin{equation}
s(t)=-\frac{DS}{Q}+\sqrt{\left(\frac{DS}{Q}\right)^2+\frac{2DSpt}{N}}.
\end{equation}
While $s\ll DS/Q$, expansion of the root gives $s\simeq Qpt/N$, a front of constant speed. When $s\gg DS/Q$, the front follows the square-root law of the bare film, $s\simeq\sqrt{2DSpt/N}$. The two terms of \eqref{eq:t0} are equal at $L=2DS/Q$, which for the present $D$, $S$ and $Q$ is 20 cm. Any thin film under this overcoat is thus in the regime of constant front speed.

\subsection{Permeant that is dissolved but not bound}

The quasi-steady step can be checked against the full diffusion equation $\partial_tc=D\,\partial_x^2c$ in $0<x<s(t)$. The boundary conditions are
\begin{equation}
-D\,\partial_xc\big|_0=Q\left(p-\frac{c(0)}{S}\right),\quad
c(s)=0,\quad
N\frac{ds}{dt}=-D\,\partial_xc\big|_s .
\end{equation}
Multiply the diffusion equation by $w(x)$ and integrate over the spent region. The moving limit contributes nothing, because $c(s)=0$. Two integrations by parts, with $w'=1/(DS)$ and $w''=0$, give
\begin{align}
\frac{d}{dt}\int_0^s wc\,dx
&=D\big[w\,\partial_xc-w'c\big]_0^s\nonumber\\
&=Dw(s)\,\partial_xc\big|_s-\frac{D}{Q}\,\partial_xc\big|_0+\frac{c(0)}{S}\nonumber\\
&=-Nw(s)\frac{ds}{dt}+\left(p-\frac{c(0)}{S}\right)+\frac{c(0)}{S}.
\end{align}
The unknown surface concentration cancels, which is the reason for choosing this weight. Integration over time yields
\begin{equation}
pt=N\left(\frac{s}{Q}+\frac{s^2}{2DS}\right)+\int_0^s wc\,dx ,
\label{eq:exact}
\end{equation}
without any quasi-steady assumption. The concentration starts at zero and cannot exceed its equilibrium value, so $0\le c\le Sp$. The last integral at $s=L$ therefore lies between zero and $Sp\,[L/Q+L^2/(2DS)]$, and
\begin{equation}
t_0\le t_b\le t_0\left(1+\frac{Sp}{N}\right).
\end{equation}

For the leading correction itself, insert the quasi-steady profile at breakthrough, $c=J(L-x)/D$ with $J=p/w(L)$:
\begin{align}
\frac1p\int_0^L wc\,dx
&=\frac{1}{Dw(L)}\int_0^L\left(\frac1Q+\frac{x}{DS}\right)(L-x)\,dx\nonumber\\
&=\frac{1}{Dw(L)}\left(\frac{L^2}{2Q}+\frac{L^3}{6DS}\right)
=\frac{L^2}{6D}\,\frac{1+3\beta}{1+\beta}.
\label{eq:storage}
\end{align}
The last form uses $1/Q=\beta L/(DS)$ and $w(L)=(1+\beta)L/(DS)$. The bare film has $\beta=0$ and the correction $L^2/(6D)$. The added delay therefore grows by
\begin{equation}
\frac{L^2}{6D}\left(\frac{1+3\beta}{1+\beta}-1\right)
=\frac{L^2}{3D}\,\frac{\beta}{1+\beta}.
\label{eq:shift}
\end{equation}
Relative to $\Delta t=\beta NL^2/(DSp)$, this is the fraction $Sp/[3N(1+\beta)]$.

A simulation that contains no law for the front supports this. The film is divided into 40 cells, each holding a balance of free permeant minus unused sites, and only a positive balance diffuses. With $N/(Sp)=20$ and time in units of $L^2/D$, the added delay is 10.109 for $\beta=0.5$ and 40.218 for $\beta=2$ (10.110 and 40.221 once the grid error is removed). Equation~\eqref{eq:delay} gives 10 and 40, and the shift \eqref{eq:shift} raises these to 10.111 and 40.222.

\subsection{Finite reaction rate}

Let $n(x,t)$ be the density of unused sites, with $\partial_tn=-knc$ and $\partial_tc=D\,\partial_x^2c-knc$. The device is taken as a perfect sink, $c(L)=0$, and $G(t)$ is the dose per area that has leaked into it. The same weighted integration, now over the whole film, gives
\begin{equation}
pt=w(L)\,G+\int_0^Lw\,(N-n)\,dx+\int_0^Lwc\,dx .
\end{equation}
At long times $n\to0$ and $c$ becomes the steady linear profile, so that $G\to[p/w(L)]\,(t-t_{\rm lag})$. The intercept $t_{\rm lag}$ is $t_0$ plus the storage term \eqref{eq:storage}, whatever the value of $k$. The added delay \eqref{eq:delay} thus survives as a shift of the long-time lag even for a slow reaction.

Early leakage does depend on $k$. Define $u=k\int_0^tc\,dt'$, so that $n=Ne^{-u}$. If free storage is neglected, $D\,\partial_x^2c=knc=-\partial_tn$. Integrating over time, with $\int_0^tc\,dt'=u/k$, gives $(D/k)\,d^2u/dx^2=N-n=N(1-e^{-u})$. Division by $N$ yields
\begin{equation}
\lambda^2\frac{d^2u}{dx^2}=1-e^{-u},\qquad \lambda=\sqrt{\frac{D}{kN}} .
\label{eq:u}
\end{equation}
At the back face $u=0$. A leaked dose $G=fNL$ fixes the slope there, since $G=-(D/k)\,u'(L)$, hence $\lambda u'(L)=-fL/\lambda$. Numerical integration from the back face to $x=0$ yields $u(0)$ and $u'(0)$. The time follows from the overcoat condition integrated over time:
\begin{equation}
pt=\frac{u(0)}{kS}-\frac{D\,u'(0)}{kQ}.
\end{equation}

Sharpness of the front demands more than $\lambda<L$. For $\lambda=0.1L$, $\beta=1$ and $N/(Sp)=100$, this calculation puts the leakage of 1\% of the capacity at $103.28\,L^2/D$. A simulation of the full rate equations gives 103.43 on 40 cells and 103.50 on a fine grid, while the sharp-front time is 150. The long-time lag added by the overcoat tends to 100.167, which is 100 from \eqref{eq:delay} plus $1/6$ from \eqref{eq:shift}. The approach is slow, as $1/t$, because sites next to the sink see $c\to0$ and empty last: on a grid that resolves the back face, the intercept gives 99.96 at $t=3000\,L^2/D$ and 100.07 at $6000\,L^2/D$.

\subsection{Pinholes}

Suppose that the same mean permeance is carried by $n_d$ pinholes per area, spaced much farther apart than $L$. Each feeds a hemispherical front in the film. For a hemispherical mouth of radius $a$ held at pressure $p$, the steady current to a front at radius $r$ is
\begin{equation}
I=\frac{2\pi DSp}{1/a-1/r}\simeq2\pi DSpa\qquad(r\gg a).
\end{equation}
It is nearly constant, because the resistance lies close to the mouth. Setting $I=Qp/n_d$ preserves the mean permeance. The front touches the back face when $r=L$, after $It=\tfrac{2\pi}{3}NL^3$, so
\begin{equation}
\frac{t_{\rm pin}}{\Delta t}=\frac{2\pi}{3}\,n_dL^2\qquad(n_dL^2\ll1).
\label{eq:pin}
\end{equation}
Most of the getter is still unused at that moment. Lateral uniformity is therefore a real condition for \eqref{eq:delay}.

\section{Comparison and reading of the numbers}

The scaling estimate $NL/(Qp)$ has the correct factor of one for the added delay, and the solution extends it to all $\beta$. The estimate $NL^2/(DSp)$ for the bare film is too long by a factor of two, since the average site lies at depth $L/2$. In the example,
\begin{equation}
\frac{NL^2}{2DSp}
=\frac{(3\times10^{21})(10^{-3})^2}{2\,(3\times10^{10})(12)}\ \mathrm{s}
=0.0482\ \mathrm{day},
\end{equation}
about 70 minutes. The overcoat adds 964.5 days, or 2.64 years. At breakthrough the pressure beneath it is only $1.2\times10^{-3}$ Torr, which confirms that it carries almost the whole pressure drop.

Storage is negligible here. With $Sp/N=0.012$, dissolved permeant lengthens the added delay by a fraction $4\times10^{-7}$. A 100 nm overcoat with the same solubility as the film has diffusivity $Q\times(100\ \mathrm{nm})/S=10^{-14}\ \mathrm{cm^2/s}$. Equation~\eqref{eq:storage} with $\beta=0$, applied to the overcoat as a layer facing a sink, gives a lag of 0.019 day, a fraction $2\times10^{-5}$ of the delay.

The reaction rate matters more. Take leakage of 0.1\% of the capacity as the criterion. For an assumed $kN=100\ \mathrm{s^{-1}}$, $\lambda=0.1\ \mu\mathrm{m}$ and the criterion is met after 940 days, 2.5\% earlier than the sharp-front time. For $kN=1\ \mathrm{s^{-1}}$, $\lambda=1\ \mu\mathrm{m}$ and it is met after 494 days, 49\% earlier. The size of this loss follows from \eqref{eq:u}. Near the back face $u$ is small and grows inward as $(fL/\lambda)\sinh[(L-x)/\lambda]$. With $fL/\lambda=0.01$ it reaches order one about $5\lambda$ from the back, which is half the film.

Set beside real encapsulation, the overcoat is a modest one. Its flux $Qp$ corresponds to a water transmission of $9.3\times10^{-4}\ \mathrm{g/(m^2\,day)}$, whereas organic light-emitting displays are usually said to need roughly $10^{-6}$ in the same unit. The assumption most at risk is uniformity, because inorganic barrier films pass much of their water through defects. For an assumed $n_d=10^4\ \mathrm{cm^{-2}}$, the spacing is about $100\ \mu\mathrm{m}$ and the matching mouth radius is 16 nm. Equation~\eqref{eq:pin} then gives a fraction 0.021, and the first local breakthrough comes after about 20 days instead of 2.6 years. Temperature also counts: with an assumed activation energy of 0.6 eV for $Q$, use at 333 K and the same $p$ raises the permeance by a factor of 11.7 and shortens the uniform delay to about 80 days. The same $p$ is only 8\% relative humidity at 333 K, against 51\% at 298 K; at the same humidity $p$ is 6.3 times larger and the delay falls to about 13 days. For this example, $NL/(Qp)$ is a sound design figure if $Q$ is taken at the temperature of use, the reaction zone is much thinner than the film, and the permeance of the overcoat, averaged over patches about as wide as $L$, is the same everywhere. The edges of the film must also be sealed. At an edge open to the same pressure, the square-root law of the bare film gives a sideways advance of about 1.4 mm in 2.64 years. That figure assumes a back face that takes up nothing. It is then an underestimate, because permeant entering through the overcoat meanwhile uses up getter ahead of the edge front: at 0.8 of the delay the front has moved 2.3 mm, against 1.3 mm from the square-root law. If the device is instead a perfect sink, the spent strip drains into it over a distance of order $L$. The front then advances only about 0.07 mm in the same time, but the rim of the device receives permeant from the start.
